# Zero-point energy between perfect plates with a smooth cutoff

Two flat, perfectly conducting plates face each other in vacuum at separation \(a\), at zero temperature. Their area \(A\) is much larger than \(a^2\), so edge effects are neglected. The plates lie at \(z=0\) and \(z=a\). A field mode with wave number \(q\) has frequency \(\omega=cq\) and zero-point energy \(\hbar\omega/2\).

The sum of these energies diverges. To make it finite, each mode is weighted by \(f(q/\Lambda)\), where \(\Lambda\) is a cutoff wave number. The function \(f(x)\) has \(f(0)=1\) and is smooth for \(x\ge 0\), with one-sided derivatives at \(x=0\). It and its derivatives fall off fast enough for all integrals below to converge. The same \(f\) and \(\Lambda\) are used for every separation.

## (a) Which modes exist, and how many polarizations does each have?

**Question.** Find the allowed wave numbers and write the weighted zero-point energy per area.

**Solution.** The tangential electric field vanishes on a perfect conductor. Since \(E_x\) and \(E_y\) then vanish all over the plate, \(\nabla\cdot\mathbf E=0\) also requires \(\partial_zE_z=0\) there. For a wave vector \(\mathbf k=(k_x,k_y)\) parallel to the plates, the solutions of the wave equation are

\[
E_x=\alpha\sin(\kappa z)\,e^{i\mathbf k\cdot\mathbf r},\quad
E_y=\beta\sin(\kappa z)\,e^{i\mathbf k\cdot\mathbf r},\quad
E_z=\gamma\cos(\kappa z)\,e^{i\mathbf k\cdot\mathbf r},
\]

with \(\kappa=n\pi/a\), \(n=0,1,2,\dots\), and \(q_n=\sqrt{k^2+(n\pi/a)^2}\). Zero divergence gives

\[
ik_x\alpha+ik_y\beta-\kappa\gamma=0 .
\]

For \(n\ge1\) this is one condition on three amplitudes, which leaves two polarizations. For \(n=0\) the sines vanish, \(\gamma\) alone survives, and the condition is met because \(\kappa=0\). There is one polarization.

A numerical diagonalization of the field equations between the plates tests this count. For \(k=0.7\,\pi/a\), the lowest nonzero values of \(q^2\) in units of \((\pi/a)^2\) are 0.49 once, 1.49 twice and 4.49 twice. The zero eigenvalues are left out because they belong to gradient fields that violate \(\nabla\cdot\mathbf E=0\).

For large \(A\), the sum over \(\mathbf k\) becomes \(A\int d^2k/(2\pi)^2\). Two polarizations with \(\hbar cq_n/2\) each contribute \(\hbar cq_n\), and the single one at \(n=0\) contributes half of that form. Let a prime on the sum mean that the term \(n=0\) has weight one half. With \(d^2k=2\pi k\,dk\),

\[
\frac{E_{\rm raw}}{A}=\hbar c\int\frac{d^2k}{(2\pi)^2}\sum_{n=0}^{\infty}{}'\,q_nf(q_n/\Lambda)
=\frac{\hbar c}{2\pi}\sum_{n=0}^{\infty}{}'\int_0^\infty k\,dk\;q_nf(q_n/\Lambda).
\]

## (b) Can the energy be written as a sum over one function of \(n\)?

**Question.** Carry out the change of variable that removes the square root, and separate the dimensional factors.

**Solution.** At fixed \(n\), \(q^2=k^2+(n\pi/a)^2\) gives \(q\,dq=k\,dk\). The lower limit \(k=0\) becomes \(q=n\pi/a\), so

\[
\frac{E_{\rm raw}}{A}=\frac{\hbar c}{2\pi}\sum_{n=0}^{\infty}{}'\int_{n\pi/a}^{\infty}q^2f(q/\Lambda)\,dq .
\]

Now set \(q=\pi t/a\) and define \(\varepsilon=\pi/(a\Lambda)\). Then \(q/\Lambda=\varepsilon t\) and \(q^2dq=(\pi/a)^3t^2dt\), which gives

\[
\frac{E_{\rm raw}}{A}=\frac{\pi^2\hbar c}{2a^3}\sum_{n=0}^{\infty}{}'F(n),\qquad
F(n)=\int_n^\infty t^2f(\varepsilon t)\,dt .
\]

Removing the cutoff means \(\varepsilon\to0\). In terms of the cutoff wavelength \(\lambda_c=2\pi/\Lambda\), \(\varepsilon=\lambda_c/(2a)\).

## (c) What must be subtracted, and why is this allowed?

**Question.** Compare the raw energy with that of an equal volume of free vacuum, and explain why the difference determines the force.

**Solution.** Free vacuum has two polarizations for each three-dimensional wave vector. Its weighted energy density is

\[
u=2\int\frac{d^3q}{(2\pi)^3}\,\frac{\hbar cq}{2}\,f(q/\Lambda)
=\frac{\hbar c}{2\pi^2}\int_0^\infty q^3f(q/\Lambda)\,dq ,
\]

where \(d^3q=4\pi q^2dq\). A layer of thickness \(a\) has energy per area \(au\). With \(q=\pi t/a\),

\[
au=\frac{a\hbar c}{2\pi^2}\Big(\frac{\pi}{a}\Big)^4\int_0^\infty t^3f(\varepsilon t)\,dt
=\frac{\pi^2\hbar c}{2a^3}\int_0^\infty t^3f(\varepsilon t)\,dt .
\]

The last integral is the integral of \(F\) over continuous \(n\). Exchanging the order of integration,

\[
\int_0^\infty F(n)\,dn=\int_0^\infty dt\,t^2f(\varepsilon t)\int_0^t dn=\int_0^\infty t^3f(\varepsilon t)\,dt .
\]

The subtracted energy is therefore the difference between a sum and an integral:

\[
\frac{E}{A}=\frac{E_{\rm raw}}{A}-au=\frac{\pi^2\hbar c}{2a^3}\,D,\qquad
D=\sum_{n=0}^{\infty}{}'F(n)-\int_0^\infty F(n)\,dn .
\]

To justify the subtraction, place a movable plate between two fixed plates a distance \(L\) apart. It makes gaps \(a\) and \(L-a\). Writing \(e(a)=E/A\), the total raw energy per area is

\[
au+e(a)+(L-a)u+e(L-a)=Lu+e(a)+e(L-a).
\]

The large term \(Lu\) does not change when the plate moves and exerts no net force. This requires \(u\), and hence \(\Lambda\), to be independent of \(a\).

The half weight at \(n=0\) also matters for the energy. Full weight would add \(F(0)/2\) to \(D\). With \(x=\varepsilon t\), the added energy per area would be

\[
\frac{\pi^2\hbar c}{4a^3\varepsilon^3}\int_0^\infty x^2f(x)\,dx
=\frac{\hbar c\Lambda^3}{4\pi}\int_0^\infty x^2f(x)\,dx .
\]

This grows with the cutoff but does not depend on \(a\), so it would spoil the energy and leave the force unchanged.

## (d) How does a sum differ from an integral?

**Question.** Derive the Euler-Maclaurin formula for \(D\), including its remainder.

**Solution.** Define the Bernoulli polynomials by \(B_0=1\), \(B_m'=mB_{m-1}\) and \(\int_0^1B_m\,dx=0\) for \(m\ge1\). The first ones are

\[
B_1=x-\tfrac12,\quad B_2=x^2-x+\tfrac16,\quad B_3=x^3-\tfrac32x^2+\tfrac12x,
\]
\[
B_4=x^4-2x^3+x^2-\tfrac1{30},\quad B_5=x^5-\tfrac52x^4+\tfrac53x^3-\tfrac16x .
\]

Let \(P_m(n)\) repeat \(B_m\) with period 1. For \(m\ge2\), \(B_m(1)-B_m(0)=m\int_0^1B_{m-1}dx=0\), so \(P_m\) is continuous and can be used in integration by parts across the integers.

On one interval, \(P_1\) runs from \(-\tfrac12\) to \(\tfrac12\) with slope 1. Hence

\[
\int_j^{j+1}P_1F'\,dn=\tfrac12\big[F(j)+F(j+1)\big]-\int_j^{j+1}F\,dn .
\]

Summing over \(j=0,1,2,\dots\) gives \(F(0)\) weight one half and every other term weight one. Thus \(D=\int_0^\infty P_1F'\,dn\).

Next use \(P_1=P_2'/2\), \(P_2=P_3'/3\), and so on. Boundary terms at infinity vanish because \(f\) and its derivatives decay:

\[
\begin{aligned}
D&=-\tfrac12B_2(0)F'(0)-\tfrac12\int_0^\infty P_2F''\,dn\\
&=-\tfrac1{12}F'(0)+\tfrac16B_3(0)F''(0)+\tfrac16\int_0^\infty P_3F'''\,dn\\
&=-\tfrac1{12}F'(0)-\tfrac1{24}B_4(0)F'''(0)-\tfrac1{24}\int_0^\infty P_4F^{(4)}\,dn .
\end{aligned}
\]

Here \(B_3(0)=0\) and \(B_4(0)=-1/30\). One more integration, with \(B_5(0)=0\), gives

\[
D=-\frac{F'(0)}{12}+\frac{F'''(0)}{720}+R,\qquad
R=\frac1{120}\int_0^\infty P_5(n)F^{(5)}(n)\,dn .
\]

No term has been dropped.

## (e) What remains when the cutoff is removed?

**Question.** Evaluate the derivatives, bound the remainder, and find the energy. Then find the leading correction at finite cutoff.

**Solution.** In \(F(n)\), \(n\) is the lower limit of the integral. Therefore

\[
F'=-n^2f,\qquad F''=-2nf-\varepsilon n^2f',\qquad
F'''=-2f-4\varepsilon nf'-\varepsilon^2n^2f'',
\]

with \(f\) and its derivatives taken at \(\varepsilon n\). At \(n=0\), \(F'(0)=0\) and \(F'''(0)=-2f(0)=-2\), so

\[
D=-\frac1{360}+R .
\]

To bound \(R\), let \(g(x)=x^2f(x)\). Then \(F'(n)=-\varepsilon^{-2}g(\varepsilon n)\), and four more derivatives give \(F^{(5)}(n)=-\varepsilon^2g^{(4)}(\varepsilon n)\). With \(x=\varepsilon n\) and \(dn=dx/\varepsilon\),

\[
|R|\le\frac{\max|B_5|}{120}\,\varepsilon\int_0^\infty|g^{(4)}(x)|\,dx .
\]

The integral is a finite number for each allowed \(f\), so \(R\to0\) as \(\varepsilon\to0\). The limit of \(D\) contains nothing of \(f\) but \(f(0)=1\), and

\[
\boxed{\frac{E}{A}=\frac{\pi^2\hbar c}{2a^3}\Big(-\frac1{360}\Big)=-\frac{\pi^2\hbar c}{720\,a^3}}
\]

The negative sign means that the energy lies below that of the same volume of free vacuum, not that the raw energy is negative.

For the leading correction, integrate \(R\) by parts once more with \(P_5=P_6'/6\). The constant in \(B_6=x^6-3x^5+\tfrac52x^4-\tfrac12x^2+\tfrac1{42}\) follows from its zero mean. The boundary term is \(-F^{(5)}(0)/30240\), since \(720\times42=30240\). Expanding \(g=x^2+f'(0)x^3+\tfrac12f''(0)x^4+\dots\) gives \(g^{(4)}(0)=12f''(0)\), hence \(F^{(5)}(0)=-12\varepsilon^2f''(0)\) and

\[
D=-\frac1{360}+\frac{12\,\varepsilon^2f''(0)}{30240}+O(\varepsilon^4)
=-\frac1{360}\Big[1-\frac{f''(0)}7\varepsilon^2+O(\varepsilon^4)\Big].
\]

The order of the error follows from two further integrations by parts. The first has no boundary term, because \(B_7(0)=0\): the polynomials \((-1)^mB_m(1-x)\) obey the same defining rules as \(B_m(x)\), so for odd \(m\ge3\), \(B_m(0)=-B_m(1)=-B_m(0)\). The second leaves a boundary term with \(F^{(7)}(0)\propto\varepsilon^4\) and an integral of \(F^{(8)}\), also of order \(\varepsilon^4\).

## (f) How large are the terms in a numerical case?

**Question.** For \(a=1\) µm, compare three cutoff functions at \(\lambda_c=400\), 200 and 100 nm.

**Solution.** The prefactor \(\pi^2\hbar c/(2a^3)\) is 156.015 nJ/m². The limiting energy per area is

\[
-\frac{156.015}{360}\ \text{nJ/m}^2=-0.43338\ \text{nJ/m}^2=-4.3338\times10^{-10}\ \text{J/m}^2 .
\]

Direct summation and subtraction give these energies per area in nJ/m²:

| \(f(x)\) | 400 nm | 200 nm | 100 nm |
|---|---:|---:|---:|
| \(e^{-x}\) | −0.43091 | −0.43276 | −0.43322 |
| \(e^{-x^2}\) | −0.43840 | −0.43462 | −0.43369 |
| \(e^{-x^4}\) | −0.43323 | −0.43337 | −0.43337 |

The raw energies grow without bound as \(\lambda_c\) decreases. Their leading term is the bulk energy \(au\), which is proportional to \(\lambda_c^{-4}\) with a coefficient that depends on \(f\). At 100 nm they are \(1.50\times10^8\), \(1.25\times10^7\) and \(6.24\times10^6\) nJ/m², in the order of the table. For \(e^{-x}\), the subtracted energy is about \(3\times10^{-9}\) of the raw one in magnitude.

The approach to the limit follows part (e). At 400 nm, \(\varepsilon=0.2\). For \(e^{-x}\), \(f''(0)=1\), and the predicted ratio to the limit is \(1-0.04/7=0.9943\), in agreement with the computed 0.99430. For \(e^{-x^2}\), \(f''(0)=-2\), so the approach is from the other side: the prediction is 1.0114 and the computed ratio 1.01160. For \(e^{-x^4}\), \(f''(0)=0\), and the deviation is smaller because it starts at order \(\varepsilon^4\).

The remainder formula can be checked at the same \(\varepsilon=0.2\) with \(e^{-x}\). The computed \(D=-0.0027619\) equals \(-1/360+1.583\times10^{-5}\) to the digits shown, the second number being \(R\) from its integral. The bound on \(|R|\) is \(2.7\times10^{-4}\), well above its actual size.

## (g) Does a sharp cutoff also work?

**Question.** Let \(f=1\) for \(q<\Lambda\) and \(f=0\) above. Find \(D\) when \(X=a\Lambda/\pi\) is an integer and when it is a half-integer.

**Solution.** Now \(F(n)=(X^3-n^3)/3\) for \(n\le X\) and zero above, while \(\int_0^Xt^3dt=X^4/4\). For integer \(X\), the primed sum of 1 is \(X+\tfrac12\) and the sum of \(n^3\) is \(X^2(X+1)^2/4\). Thus

\[
D=\frac{X^3(X+\frac12)}3-\frac{X^2(X+1)^2}{12}-\frac{X^4}4=-\frac{X^2}{12}.
\]

For \(X=M+\tfrac12\) with integer \(M\), the primed sum of 1 is \(M+\tfrac12=X\). The sum of cubes is \(M^2(M+1)^2/4=(X^2-\tfrac14)^2/4\), so

\[
D=\frac{X^4}3-\frac{(X^2-\frac14)^2}{12}-\frac{X^4}4=\frac{X^2}{24}-\frac1{192}.
\]

At \(X=20\), \(D=-33.33\); at \(X=20.5\), \(D=+17.51\). The difference grows with \(\Lambda\) and changes sign, so it has no limit.

The cause is the upper edge. There \(F'\) jumps from \(-X^2\) to zero, so the integrations by parts must stop at \(n=X\). The upper boundary terms, which vanished at infinity in part (d), now contribute. For integer \(X\), the edge term is \(\tfrac12B_2(0)F'(X)=-X^2/12\), while the terms with \(F'''=-2\) at the two ends cancel. Smoothness is thus a real condition on the result.

## (h) What force acts on a plate?

**Question.** Find the pressure for an isolated pair of plates and for the movable plate of part (c) with \(L=5\) µm.

**Solution.** Take a force that increases \(a\) as positive. Then

\[
P=-\frac{d}{da}\Big(-\frac{\pi^2\hbar c}{720a^3}\Big)
=-\frac{3\pi^2\hbar c}{720a^4}=-\frac{\pi^2\hbar c}{240a^4}.
\]

The plates attract. At \(a=1\) µm the pressure is \(-3(0.43338\ \text{nJ/m}^2)/(1\ \text{µm})=-1.300\) mPa, or \(-0.130\) µN on 1 cm². Halving the gap multiplies the pressure by 16.

In the box, the gap \(L-a\) pulls the other way:

\[
P_{\rm net}=-\frac{\pi^2\hbar c}{240}\Big[\frac1{a^4}-\frac1{(L-a)^4}\Big].
\]

It vanishes at \(a=L/2\) by symmetry and tends to \(P\) for \(L\to\infty\). For gaps of 1 and 4 µm, \(P_{\rm net}=-1.3001(1-1/256)=-1.2950\) mPa. Differentiating the unsubtracted energy of the whole box numerically, with \(e^{-x^4}\), \(\lambda_c=200\) nm and plate displacements of \(\pm5\) nm, gives \(-1.2951\) mPa. The small difference comes from the finite displacement and the finite cutoff. The bulk terms cancel here without being removed by hand.

These values belong to ideal plates. The function \(f\) weights the modes of perfect mirrors and does not describe a real metal, whose finite reflectivity changes the modes themselves. Finite conductivity, temperature and surface roughness are left out. The computed values are collected in the numerical output.

## Table of computed values

```
Lowest q^2 for k = 0.7, in (pi/a)^2: [0.49 1.49 1.49 4.49 4.49]
Gap a = 1.0 um, plate area = 1.0 cm^2
hbar*c = 3.16153e-26 J m
Prefactor pi^2 hbar c/(2a^3) = 156.015 nJ/m^2
Ideal energy per area = -0.43338 nJ/m^2
Ideal energy per area = -4.3338e-10 J/m^2
Ideal pressure = -1.3001 mPa
Force on the plate = -0.1300 uN
Raw, bulk and subtracted energy per area in nJ/m^2; ratio to ideal:
exp(-x)   lambda_c=400 nm eps=0.20 raw=585056 bulk=585057 net=-0.43091 ratio=0.99430
exp(-x)   lambda_c=200 nm eps=0.10 raw=9.36091e+06 bulk=9.36091e+06 net=-0.43276 ratio=0.99857
exp(-x)   lambda_c=100 nm eps=0.05 raw=1.49774e+08 bulk=1.49774e+08 net=-0.43322 ratio=0.99964
exp(-x)   (ratio-1)/eps^2 at eps=0.1: -0.1428, predicted limit -0.1429
exp(-x^2) lambda_c=400 nm eps=0.20 raw=48754.3 bulk=48754.7 net=-0.43840 ratio=1.01160
exp(-x^2) lambda_c=200 nm eps=0.10 raw=780075 bulk=780075 net=-0.43462 ratio=1.00287
exp(-x^2) lambda_c=100 nm eps=0.05 raw=1.24812e+07 bulk=1.24812e+07 net=-0.43369 ratio=1.00071
exp(-x^2) (ratio-1)/eps^2 at eps=0.1: 0.2868, predicted limit 0.2857
exp(-x^4) lambda_c=400 nm eps=0.20 raw=24376.9 bulk=24377.4 net=-0.43323 ratio=0.99966
exp(-x^4) lambda_c=200 nm eps=0.10 raw=390037 bulk=390038 net=-0.43337 ratio=0.99998
exp(-x^4) lambda_c=100 nm eps=0.05 raw=6.2406e+06 bulk=6.2406e+06 net=-0.43337 ratio=1.00000
exp(-x^4) (ratio-1)/eps^2 at eps=0.1: -0.0021, predicted limit -0.0000
exp(-x), eps=0.2: sum minus integral = -0.0027619
Limit -1/360 = -0.0027778, remainder = 1.583e-05
max|B5| = 0.02446, integral |g''''| = 6.5711, bound = 2.679e-04
Sharp cutoff X=20.0: sum minus integral = -33.3333
Sharp cutoff X=20.5: sum minus integral = 17.5052
Sharp cutoff X=40.0: sum minus integral = -133.3333
Box L = 5.0 um, lambda_c = 200 nm, exp(-x^4), step = 5 nm
Net pressure from raw box energy = -1.2951 mPa
Net pressure from formula = -1.2950 mPa
```
